# Ground State and Supercurrent of an Anderson Dot Between Superconductors

**The system.** A quantum dot with one orbital of energy $\varepsilon$ and repulsion $U>0$ is coupled to two superconducting leads, $\alpha=L,R$, at zero temperature:

$$H=\varepsilon\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow+H_{\rm leads}+\sum_{\alpha k\sigma}t_\alpha\left(c^\dagger_{\alpha k\sigma}d_\sigma+d^\dagger_\sigma c_{\alpha k\sigma}\right),$$

$$H_{\rm leads}=\sum_{\alpha k}\Big[x_k\sum_\sigma c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}-\Delta\left(e^{i\varphi_\alpha}c^\dagger_{\alpha k\uparrow}c^\dagger_{\alpha k\downarrow}+\text{h.c.}\right)\Big].$$

Here $n_\sigma=d^\dagger_\sigma d_\sigma$, the label $k\downarrow$ denotes the time-reversed partner of $k\uparrow$, $t_\alpha$ is real, and $\varphi_L=\phi/2$, $\varphi_R=-\phi/2$. The leads are treated in mean field. Their normal-state band is symmetric about $x=0$ with constant density of states $\rho$ per spin, and its width is sent to infinity before any limit in $\Delta$ is taken. Define

$$\Gamma_\alpha=\pi\rho t_\alpha^2,\qquad \Gamma_L=\Gamma_R=\Gamma/2,\qquad \xi=\varepsilon+U/2.$$

Sums over lead levels then become $\sum_k t_\alpha^2\to(\Gamma_\alpha/\pi)\int dx$. It suffices to take $|\phi|\le\pi$.

## Part (a)

**Question.** Find the Hamiltonian of the dot alone in the limit $\Delta\to\infty$.

**Answer.** Each uncoupled lead level has the ground state $(u+ve^{i\varphi_\alpha}c^\dagger_\uparrow c^\dagger_\downarrow)|0\rangle$. In the basis of the empty and the doubly occupied level, the energy matrix has diagonal $(0,2x)$ and off-diagonal size $-\Delta$. Its lower eigenvalue is $x-E$, with $E=\sqrt{x^2+\Delta^2}$, and

$$u^2=\tfrac12(1+x/E),\quad v^2=\tfrac12(1-x/E),\quad uv=\frac{\Delta}{2E}\equiv f.$$

A singly occupied level has energy $x$, so adding or removing one electron costs $E\ge\Delta$. Acting with the operators on the ground state gives

$$\langle c_\downarrow c_\uparrow\rangle=fe^{i\varphi_\alpha},\qquad\langle c_\uparrow c_\downarrow\rangle=-fe^{i\varphi_\alpha}.$$

Two hops can fill the empty dot and return the lead to its ground state. The two orders are

$$d^\dagger_\uparrow c_\uparrow d^\dagger_\downarrow c_\downarrow=-d^\dagger_\uparrow d^\dagger_\downarrow c_\uparrow c_\downarrow,\qquad d^\dagger_\downarrow c_\downarrow d^\dagger_\uparrow c_\uparrow=d^\dagger_\uparrow d^\dagger_\downarrow c_\downarrow c_\uparrow .$$

Both have lead average $+fe^{i\varphi_\alpha}$. Second-order perturbation theory supplies $-1/E$, since dot energies are negligible beside $\Delta$. The coefficient of $d^\dagger_\uparrow d^\dagger_\downarrow$ is therefore

$$-e^{i\varphi_\alpha}\sum_k\frac{2ft_\alpha^2}{E}=-e^{i\varphi_\alpha}\frac{\Gamma_\alpha}{\pi}\int_{-\infty}^{\infty}\frac{\Delta\,dx}{x^2+\Delta^2}=-\Gamma_\alpha e^{i\varphi_\alpha}.$$

The diagonal shifts contain $2v^2$ for the empty dot, $2u^2$ for the full dot and $u^2+v^2$ for a singly occupied dot. In a symmetric band $\sum v^2/E=\sum u^2/E$, so the shift is common to all four states and can be dropped.

No further terms survive. The leads are quadratic, so their entire influence on the dot is contained in a two-point kernel. The kernel is $\sum_k t_\alpha^2$ times the Green function of a lead level. At imaginary frequency $i\omega$ that function is the inverse of a $2\times2$ matrix with diagonal $(i\omega-x,\ i\omega+x)$ and off-diagonal size $\Delta$, whose determinant is $-(\omega^2+E^2)$. Its normal and pairing parts are therefore $-(i\omega+x)/(\omega^2+E^2)$ and a term of size $\Delta/(\omega^2+E^2)$. The term odd in $x$ drops out in the symmetric band, and $\int dx/(x^2+\Delta^2+\omega^2)=\pi/\sqrt{\Delta^2+\omega^2}$, so the two parts of the kernel have magnitudes

$$\frac{\Gamma_\alpha|\omega|}{\sqrt{\Delta^2+\omega^2}}\to0,\qquad \frac{\Gamma_\alpha\Delta}{\sqrt{\Delta^2+\omega^2}}\to\Gamma_\alpha .$$

The first vanishes and the second becomes independent of frequency, which is an instantaneous pairing term. Adding the leads gives $\Gamma_Le^{i\phi/2}+\Gamma_Re^{-i\phi/2}=\Gamma\cos(\phi/2)\equiv\Gamma_\phi$, and

$$H_\infty=\varepsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow-\Gamma_\phi\left(d^\dagger_\uparrow d^\dagger_\downarrow+d_\downarrow d_\uparrow\right).$$

For unequal couplings a phase can be absorbed in $d_\sigma$, and $\Gamma_\phi^2$ is replaced by $\Gamma_L^2+\Gamma_R^2+2\Gamma_L\Gamma_R\cos\phi$.

## Part (b)

**Question.** Diagonalize this Hamiltonian, and find the probability that the dot is doubly occupied in the lower even state.

**Answer.** Pairing changes the electron number by two, so parity is conserved. It annihilates $|\uparrow\rangle$ and $|\downarrow\rangle$: a pair does not fit beside the electron already present, and there is no pair to remove. These states form a doublet with

$$E_D=\varepsilon=\xi-U/2.$$

In the even basis $|0\rangle$, $|2\rangle=d^\dagger_\uparrow d^\dagger_\downarrow|0\rangle$, the diagonal energies are $0$ and $2\varepsilon+U=2\xi$. Hence

$$\begin{pmatrix}0&-\Gamma_\phi\\-\Gamma_\phi&2\xi\end{pmatrix},\qquad E(E-2\xi)-\Gamma_\phi^2=0,$$

$$E_\pm=\xi\pm R,\qquad R=\sqrt{\xi^2+\Gamma_\phi^2}.$$

Both even states are spin singlets. For the lower one, with amplitudes $A_0$ and $A_2$, the first row gives $-\Gamma_\phi A_2=(\xi-R)A_0$, so $A_2/A_0=(R-\xi)/\Gamma_\phi$. Using $\Gamma_\phi^2=(R-\xi)(R+\xi)$,

$$|A_2|^2=\frac{(R-\xi)^2}{(R-\xi)^2+\Gamma_\phi^2}=\frac{R-\xi}{2R}=\frac12\left(1-\frac{\xi}{R}\right).$$

At $\xi=0$ and $\Gamma_\phi\neq0$ the empty and full states have equal weight. A positive $\xi$ favours the empty dot.

## Part (c)

**Question.** Find the boundary between singlet and doublet ground states. When can a phase change alone cross it? Evaluate the crossing for $U=1$ meV, $\xi=0.2$ meV and $\Gamma=0.8$ meV.

**Answer.** Since $E_+\ge E_-$, the competition is between $E_-$ and $E_D$. Their difference is

$$E_--E_D=\frac U2-\sqrt{\xi^2+\Gamma^2\cos^2(\phi/2)}.$$

Setting it to zero and squaring, with both sides non-negative, gives

$$\boxed{\xi^2+\Gamma^2\cos^2(\phi/2)=U^2/4.}$$

The doublet is the ground state when the left side is smaller, the singlet when it is larger. Repulsion favours single occupation. Pairing lowers the energy of a superposition of empty and full dot.

The left side falls from $\xi^2+\Gamma^2$ at $\phi=0$ to $\xi^2$ at $\phi=\pi$. A crossing strictly between these phases therefore requires $|\xi|<U/2$ and $\Gamma>\sqrt{U^2/4-\xi^2}$. For unequal couplings the pairing at $\phi=\pi$ is $|\Gamma_L-\Gamma_R|$, so the first condition becomes $\xi^2+(\Gamma_L-\Gamma_R)^2<U^2/4$.

For the given parameters $\Gamma$ must exceed $\sqrt{0.25-0.04}=0.458$ meV, and it does. The transition phase $\phi_*$ satisfies

$$\cos^2(\phi_*/2)=\frac{0.25-0.04}{0.64}=0.328,\qquad\phi_*=110.1^\circ .$$

The doublet energy is $-0.300$ meV at every phase. The lower singlet energy rises from $0.200-0.825=-0.625$ meV at $\phi=0$ to $0.200-0.200=0$ at $\phi=\pi$, so it crosses the doublet. At $\phi=0$ its doubly occupied weight is 0.379.

These values belong to the infinite-gap limit, which requires $\Delta$ to be much larger than $U$, $|\xi|$ and $\Gamma$. Common superconductors have gaps of the order of 1 meV or less, so for these parameters the numbers illustrate the model and do not predict the behaviour of a device. The very large gaps used below likewise serve only to approach the limit.

As a test, the interacting dot was diagonalized together with explicit leads of one level each, at $x=0$. Setting $t_\alpha^2=\Gamma_\alpha\Delta$ reproduces the pairing amplitude, because $t_\alpha^2\Delta/\Delta^2=\Gamma_\alpha$. With $\Delta=10^4$ meV the crossing lies at $110.12^\circ$, against $110.11^\circ$ from the formula.

## Part (d)

**Question.** Calculate the supercurrent of each state at infinite gap. Does the transition found in part (c) produce a $\pi$ junction, meaning a ground-state current opposite to that of an ordinary junction?

**Answer.** The current in an eigenstate is $I=(2e/\hbar)\,\partial E/\partial\phi$, with $e>0$. In this sign convention an ordinary junction has $I>0$ for $0<\phi<\pi$. Because

$$\frac{\partial\Gamma_\phi^2}{\partial\phi}=-\Gamma^2\cos(\phi/2)\sin(\phi/2)=-\frac{\Gamma^2}{2}\sin\phi,$$

and $\partial R/\partial\phi=(\partial\Gamma_\phi^2/\partial\phi)/(2R)$, the currents for $R>0$ are

$$I_-=\frac{2e}{\hbar}\,\frac{\Gamma^2\sin\phi}{4R},\qquad I_+=-I_-,\qquad I_D=0.$$

The excited even state carries a reversed current even at infinite gap, so an infinite gap does not forbid reversed current in every state. That state lies above $E_-$, however, and is not the ground state. The transition replaces an ordinary current by zero current. It does not produce a $\pi$ junction in the stated sense.

One meV of $\partial E/\partial\phi$ corresponds to 486.83 nA. At $\phi=60^\circ$, where $R=0.7211$ meV,

$$I_-=486.83\times\frac{0.64\times\sin60^\circ}{4\times0.7211}\ \text{nA}\approx93.55\ \text{nA}.$$

The diagonalization with explicit leads gives 93.53 nA. Just below $\phi_*$, where $R=U/2$, the current is 146 nA. Just above it is zero in the infinite-gap model.

## Part (e)

**Question.** Let the gap be finite and let $|\xi|<U/2$. Find the leading phase-dependent energy of the doublet for weak tunnelling, and the sign of its current.

**Answer.** Start from $|\uparrow\rangle$ with both leads in their ground states. Adding an electron to the dot costs $a=U/2+\xi$, and removing one costs $r=U/2-\xi$. Both are positive.

Second order gives no phase dependence. Two hops that use the pair correlation of one lead change the dot charge by two and cannot restore $|\uparrow\rangle$. Phase dependence first appears at fourth order, when one lead gives up a pair and the other receives it. The subtraction term of fourth-order perturbation theory contains second-order quantities alone and is also independent of phase.

For transfer from $L$ to $R$ the four hops are

$$L_\sigma=t_Ld^\dagger_\sigma c_{L\sigma},\qquad R_\sigma=t_Rc^\dagger_{R\sigma}d_\sigma,\qquad\sigma=\uparrow,\downarrow.$$

The spin-up orbital is initially full, so $R_\uparrow$ must precede $L_\uparrow$. The spin-down orbital is initially empty, so $L_\downarrow$ must precede $R_\downarrow$. There are $\binom42=6$ interleavings. Let $E$ and $E'$ be the quasiparticle energies in $L$ and $R$. The first hop acts first in time, and the last column lists the three excitation energies.

| Order | Excitation energies |
|---|---|
| $L_\downarrow R_\downarrow R_\uparrow L_\uparrow$ | $E+a,\ E+E',\ E+r$ |
| $L_\downarrow R_\uparrow R_\downarrow L_\uparrow$ | $E+a,\ E+E',\ E+r$ |
| $L_\downarrow R_\uparrow L_\uparrow R_\downarrow$ | $E+a,\ E+E',\ E'+a$ |
| $R_\uparrow L_\uparrow L_\downarrow R_\downarrow$ | $E'+r,\ E+E',\ E'+a$ |
| $R_\uparrow L_\downarrow L_\uparrow R_\downarrow$ | $E'+r,\ E+E',\ E'+a$ |
| $R_\uparrow L_\downarrow R_\downarrow L_\uparrow$ | $E'+r,\ E+E',\ E+r$ |

In the middle state the dot is singly occupied, with the same dot energy as at the start, and each lead holds one quasiparticle.

The sign needs to be found once. A spin-up hop and a spin-down hop are products of two fermion operators with no orbital in common, so they commute. Every allowed order therefore has the same matrix element as the operator product $L_\uparrow R_\uparrow R_\downarrow L_\downarrow$. Grouping the dot operators gives

$$t_L^2t_R^2\,(d^\dagger_\uparrow d_\uparrow)(d_\downarrow d^\dagger_\downarrow)\,c_{L\uparrow}c^\dagger_{R\uparrow}c^\dagger_{R\downarrow}c_{L\downarrow}.$$

Each dot factor equals one on $|\uparrow\rangle$. Moving $c_{L\downarrow}$ left past two operators costs no net sign, so the lead average is

$$\langle c_{L\uparrow}c_{L\downarrow}\rangle\langle c^\dagger_{R\uparrow}c^\dagger_{R\downarrow}\rangle=(-fe^{i\phi/2})(f'e^{i\phi/2})=-ff'e^{i\phi}.$$

The second average is the complex conjugate of $\langle c_{R\downarrow}c_{R\uparrow}\rangle=f'e^{-i\phi/2}$. The three denominators of perturbation theory are ground energy minus intermediate energy, and their product supplies another minus sign. The energy contribution is thus positive times $e^{i\phi}$.

Adding the six rows gives

$$K=\frac{1}{E+E'}\left[\frac{2}{(E+a)(E+r)}+\frac{2}{(E'+a)(E'+r)}+\frac{1}{(E+a)(E'+a)}+\frac{1}{(E+r)(E'+r)}\right].$$

This is symmetric in $E$ and $E'$, so transfer from $R$ to $L$ contributes the same magnitude with $e^{-i\phi}$. Since $e^{i\phi}+e^{-i\phi}=2\cos\phi$ and $ff'=\Delta^2/(4EE')$,

$$E_D(\phi)=\text{const}+J\cos\phi,\qquad J=\frac12\sum_{kk'}t_L^2t_R^2\frac{\Delta^2}{EE'}K>0,$$

$$I_D=-\frac{2e}{\hbar}J\sin\phi.$$

The energy minimum is at $\phi=\pi$ and the current is reversed. The reversal comes from the order of the hops. On an empty dot each electron enters from $L$ before it leaves to $R$, and the lead operators $c^\dagger_{R\uparrow}c_{L\uparrow}c^\dagger_{R\downarrow}c_{L\downarrow}$ have the average $+ff'e^{i\phi}$. On $|\uparrow\rangle$ the spin-up electron must leave before another can enter. This interchanges the first two operators and changes the sign of the average, although the pair correlations of the leads are the same.

This was tested by diagonalizing the interacting dot with two unequal levels in each lead and a 1 meV gap. The energy difference between $\phi=0$ and $\phi=\pi$, divided by $2J$, was 0.9987. The energy at $\phi=\pi/2$ agreed with the cosine law within the test tolerance.

## Part (f)

**Question.** Evaluate $J$ for $\Delta\gg a,r$. Explain why the reversed ground-state current disappears at infinite gap, and follow it for $\Gamma=0.02$ meV with $U$ and $\xi$ as in part (c).

**Answer.** Neglecting $a$ and $r$ gives

$$K=\frac{2(E^2+E'^2+EE')}{E^2E'^2(E+E')}.$$

Write $x=\Delta s$, $E=\Delta w$ with $w=\sqrt{1+s^2}$, and similarly for the other lead. Then

$$J=\frac{\Gamma_L\Gamma_R}{\pi^2\Delta}\iint ds\,ds'\,\frac{w^2+w'^2+ww'}{w^3w'^3(w+w')}.$$

Because $w^2+w'^2+ww'=(w+w')^2-ww'$, the integral is $X-Y$, where

$$X=\iint ds\,ds'\left(\frac1{w^2w'^3}+\frac1{w^3w'^2}\right)=4\pi,\qquad Y=\iint\frac{ds\,ds'}{w^2w'^2(w+w')}.$$

The value of $X$ follows from $\int ds/w^2=\pi$ and $\int ds/w^3=2$. For $Y$, set $s=\sinh(p+q)$ and $s'=\sinh(p-q)$. Then $ds\,ds'=2ww'\,dp\,dq$, and

$$w+w'=2\cosh p\cosh q,\qquad ww'=1+\sinh^2p+\sinh^2q.$$

With $g=\sinh p$ and $h=\sinh q$, so that $dp=dg/\cosh p$ and $dq=dh/\cosh q$,

$$Y=\iint\frac{dg\,dh}{(1+g^2+h^2)(1+g^2)(1+h^2)}.$$

Let $A=\sqrt{1+g^2}$. Partial fractions give the integral over $h$:

$$\int_{-\infty}^{\infty}\frac{dh}{(1+h^2)(A^2+h^2)}=\frac{\pi(1-1/A)}{A^2-1}=\frac{\pi}{A(A+1)}.$$

The substitution $g=\tan\theta$, $A=1/\cos\theta$ then yields

$$Y=\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^2\theta}{1+\cos\theta}d\theta=\pi\int_{-\pi/2}^{\pi/2}\left(\cos\theta-1+\frac1{1+\cos\theta}\right)d\theta=\pi(4-\pi).$$

Therefore $X-Y=\pi^2$, and to leading order in tunnelling

$$\boxed{J\to\Gamma_L\Gamma_R/\Delta\qquad(\Delta\gg a,r).}$$

The powers of $\Delta$ show the reason. A singlet exchanges a pair with one lead through one quasiparticle denominator. The sum over lead levels compensates that denominator and leaves a finite amplitude $\Gamma_\alpha$. A doublet cannot accept or release a whole pair, so its transfer must pass through states with quasiparticles in the leads. Two lead sums compensate two of its three denominators, and a factor $1/\Delta$ remains. The reversed current of the doublet therefore vanishes as $1/\Delta$, while the singlet keeps a finite pairing amplitude.

For $\Gamma=0.02$ meV, $\sqrt{\xi^2+\Gamma^2}$ is about 0.2 meV, below $U/2$, so the infinite-gap ground state is a doublet at every phase, about 0.3 meV below the lower singlet. At the finite gaps below, tunnelling changes the energy differences between the dot states by amounts of order $\Gamma$ at $\Delta=1$ meV and by less at larger gaps, small beside this separation, so the doublet remains the ground state. With $\Gamma_L\Gamma_R=10^{-4}$ meV², the leading-order formula gives:

| $\Delta$ (meV) | $J\Delta/(\Gamma_L\Gamma_R)$ | $I_D(90^\circ)$ (nA) |
|---|---|---|
| 1 | 0.53 | $-2.6\times10^{-2}$ |
| 10 | 0.93 | $-4.5\times10^{-3}$ |
| 100 | 0.99 | $-4.8\times10^{-4}$ |
| 1000 | 1.00 | $-4.9\times10^{-5}$ |

At $\Delta=1$ meV the costs $a=0.7$ meV and $r=0.3$ meV are not small. They enlarge the denominators and reduce $J$ to about half of the limiting law. At larger gaps the current approaches the $1/\Delta$ decrease.

A separate test diagonalized quasi-continuous leads at $U=0$ with $\Gamma/\Delta=0.001$. There $a=\varepsilon$, $r=-\varepsilon$ and the doublet is never below the singlet (the two are degenerate at $\varepsilon=0$, $\phi=\pi$), but the fourth-order formula needs only $E+a>0$ and $E+r>0$, which hold for $|\varepsilon|<\Delta$. The ratios of the computed doublet energy difference between $\phi=0$ and $\phi=\pi$ to $2J$ were 0.997 for $\varepsilon=0$ and 0.996 for $\varepsilon=\Delta/2$. This supports the continuum integral, but it does not measure the higher-order error in the table. That error is largest in the first row, where $\Gamma/\Delta=0.02$. At this coupling the same ratios at $U=0$ fall to 0.95 and 0.92, and for the interacting dot with one to three levels per lead the ratio is 0.97 to 0.98. The current in the first row is therefore too large in magnitude by a few percent, and its second digit is not fixed. When $\Gamma$ is not small compared with $\Delta$, higher orders matter. The fourth-order result then no longer gives the size of the doublet current, and the singlet can replace the doublet as the ground state, so the result does not decide the sign of the ground-state current either.

## Computed results

```
SET A, infinite gap
U = 1.000 meV, xi = 0.200 meV, Gamma = 0.800 meV
dot level eps = -0.300 meV
addition cost a = 0.700 meV, removal cost r = 0.300 meV
doublet energy = -0.3000 meV
phi = 0 deg: root = 0.8246 meV, E_minus = -0.6246 meV, E_plus = 1.0246 meV
phi = 60 deg: root = 0.7211 meV, E_minus = -0.5211 meV, E_plus = 0.9211 meV
phi = 180 deg: root = 0.2000 meV, E_minus = 0.0000 meV, E_plus = 0.4000 meV
pair weight v^2 at phi = 0: 0.3787
smallest Gamma for a crossing = 0.4583 meV
cos^2(phi*/2) = 0.3281
transition phase phi* = 110.11 deg
phi* from full model, gap 10000 meV = 110.12 deg
current unit (2e/hbar) x 1 meV = 486.83 nA
singlet current at 60 deg = 93.55 nA
same from full model = 93.53 nA
singlet current just below phi* = 146.29 nA
SET B, doublet at finite gap, same U and xi
Gamma = 0.020 meV, Gamma_L = Gamma_R = 0.010 meV
gap = 1 meV: J = 5.303e-05 meV, J*gap/(Gamma_L*Gamma_R) = 0.5303, current at 90 deg = -2.581e-02 nA
gap = 10 meV: J = 9.254e-06 meV, J*gap/(Gamma_L*Gamma_R) = 0.9254, current at 90 deg = -4.505e-03 nA
gap = 100 meV: J = 9.921e-07 meV, J*gap/(Gamma_L*Gamma_R) = 0.9921, current at 90 deg = -4.830e-04 nA
gap = 1000 meV: J = 9.992e-08 meV, J*gap/(Gamma_L*Gamma_R) = 0.9992, current at 90 deg = -4.864e-05 nA
CHECKS: diagonalized doublet splitting / (2J)
one level per lead, Gamma = 0.8 meV, gap = 1000 meV: 0.9980
two levels per lead, gap = 1 meV: 0.9987
continuum, U = 0, eps/gap = 0: 0.9974
continuum, U = 0, eps/gap = 0.5: 0.9957
```
